# Density-of-States Polarization and Tunneling Polarization Can Have Opposite Signs

## Definitions and conventions

A ferromagnetic electrode fills $x<0$, a nonmagnetic counterelectrode fills the far side, and a barrier separates them. The spin label $s$ is $\uparrow$ for majority and $\downarrow$ for minority electrons. The Fermi-level density of states, per spin and volume, is

$$N_s=\int\frac{d^3k}{(2\pi)^3}\,\delta(E_s(\mathbf k)-E_F),$$

and the Fermi-surface average of a quantity $f$ is

$$\langle f\rangle_s=\frac1{N_s}\int\frac{d^3k}{(2\pi)^3}\,\delta(E_s-E_F)\,f .$$

Two polarizations are to be compared:

$$P_N=\frac{N_\uparrow-N_\downarrow}{N_\uparrow+N_\downarrow},\qquad
P_T=\frac{G_\uparrow-G_\downarrow}{G_\uparrow+G_\downarrow}.$$

Here $G_s$ is the conductance of spin $s$ into the counterelectrode. Electrons are independent and keep their spin, the barrier is the same for both spins, and the interfaces are flat, so the wave vector $\mathbf k_\parallel$ along them is conserved. Temperature and bias are zero until stated otherwise. The normal velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$. Masses are quoted in electron masses $m_e$.

If every Fermi-level state had the same chance per unit time of crossing, $G_s$ would be proportional to $N_s$ and the two polarizations would agree. The counterexample shows what velocity does to that premise.

## The counterexample

Each spin has one parabolic band with its own band bottom:

- majority: $m_\uparrow=1$, $k_\uparrow=11\ \mathrm{nm^{-1}}$ (light);
- minority: $m_\downarrow=4$, $k_\downarrow=10\ \mathrm{nm^{-1}}$ (heavy).

The electron densities $k_s^3/6\pi^2$ are 22.5 and 16.9 nm$^{-3}$, so the majority band does hold more electrons.

**Density of states.** For a sphere, $d^3k=4\pi k^2dk$, and the energy delta function contributes $1/|dE/dk|=m_s/(\hbar^2k_s)$. Hence

$$N_s=\frac{4\pi k_s^2}{8\pi^3}\,\frac{m_s}{\hbar^2k_s}=\frac{m_sk_s}{2\pi^2\hbar^2}.$$

The products $m_sk_s$ are 11 and 40, so

$$P_N=\frac{11-40}{11+40}=-56.9\%.$$

**Transmission.** Take first a thin, strong barrier $U\delta(x)$. At fixed $\mathbf k_\parallel$ let the normal speeds be $v_L$ in the ferromagnet and $v_R$ in the counterelectrode. An incident wave of unit amplitude has reflected amplitude $r$ and transmitted amplitude $t$. Continuity of $\psi$ gives $1+r=t$. With a position-dependent mass the normal kinetic operator is $-(\hbar^2/2)\,\partial_x(1/m)\,\partial_x$. Integrating the Schrödinger equation across $x=0$ gives

$$\frac{\hbar^2}{2}\left[\frac{\psi'(0^+)}{m_R}-\frac{\psi'(0^-)}{m_L}\right]=U\psi(0).$$

On the right $\hbar\psi'/m_R=iv_Rt$. On the left $\hbar\psi'/m_L=iv_L(1-r)=iv_L(2-t)$. Therefore

$$\frac{i\hbar}{2}\left[v_Rt-v_L(2-t)\right]=Ut .$$

Multiplying by $-2i/\hbar$ and collecting $t$,

$$t\left(v_L+v_R+\frac{2iU}{\hbar}\right)=2v_L .$$

The transmission probability is a ratio of fluxes, $T=(v_R/v_L)|t|^2$:

$$T=\frac{4v_Lv_R}{(v_L+v_R)^2+4U^2/\hbar^2}\;\longrightarrow\;\frac{\hbar^2v_Lv_R}{U^2}
\qquad\left(\frac{2U}{\hbar}\gg v_L+v_R\right).$$

A slow electron is therefore transmitted less often per attempt.

**Conductance.** Each transverse channel contributes $(e^2/h)T$, and there are $d^2k_\parallel/(2\pi)^2$ channels per unit area. Let the counterelectrode have states at every $\mathbf k_\parallel$ of the ferromagnet, with $v_R$ the same for all of them. Then

$$\frac{G_s}{A}=\frac{e^2}{h}\frac{\hbar^2v_R}{U^2}\int\frac{d^2k_\parallel}{(2\pi)^2}\,v_x .$$

For the sphere $v_x=\hbar\sqrt{k_s^2-k_\parallel^2}/m_s$, and the integral is

$$\frac{\hbar}{2\pi m_s}\int_0^{k_s}k_\parallel\sqrt{k_s^2-k_\parallel^2}\;dk_\parallel=\frac{\hbar k_s^3}{6\pi m_s}.$$

All other factors are common to both spins, so

$$\frac{G_\uparrow}{G_\downarrow}=\frac{11^3/1}{10^3/4}=\frac{1331}{250}=5.32,
\qquad P_T=\frac{5.32-1}{5.32+1}=+68.4\%.$$

The signs are opposite. The heavy band has 3.6 times as many states per unit energy, but its Fermi speed is $0.289\times10^6$ m/s against $1.273\times10^6$ m/s, and the speed enters squared.

The constant $v_R$ is an idealization. With a spherical counterelectrode of mass 1 and Fermi wave vector 17.5 nm$^{-1}$, $v_R$ falls as $k_\parallel$ grows, and the result moves from 68.4% to 67.9%.

## The general statement and its proof

Let each spin have a band $E=\hbar^2k_x^2/2m_x+\varepsilon(\mathbf k_\parallel)$, where $\varepsilon$ may be any function of $\mathbf k_\parallel$. For an opaque delta barrier and constant $v_R$,

$$\boxed{\frac{G_s}{A}=\frac{e^2\hbar^2v_R}{2U^2}\,N_s\langle v_x^2\rangle_s}$$

**Proof.** At fixed $\mathbf k_\parallel$ inside the projected Fermi surface, $E=E_F$ has two solutions $\pm k_x$ with opposite velocities. Each contributes $1/(\hbar|v_x|)$ when the delta function is integrated over $k_x$. Thus

$$N\langle v_x^2\rangle=\int\frac{d^2k_\parallel}{(2\pi)^2}\,\frac1{2\pi}\,\frac{2v_x^2}{\hbar|v_x|}
=\frac1{\pi\hbar}\int\frac{d^2k_\parallel}{(2\pi)^2}\,|v_x| .$$

The remaining integral is the one in the conductance, so it may be replaced by $\pi\hbar N\langle v_x^2\rangle$. The prefactor becomes $(e^2/2\pi\hbar)(\hbar^2v_R/U^2)\,\pi\hbar=e^2\hbar^2v_R/2U^2$, which proves the statement.

The two powers of velocity have different origins. One is the rate at which a state reaches the interface; the other is the transmission per arrival. If every arrival were transmitted, the first alone would remain and the weight would be $N\langle|v_x|\rangle$. For spheres this is proportional to $k_s^2$, and the example would give $(121-100)/(121+100)=+9.5\%$.

The square also depends on the counterelectrode. For two identical ferromagnets with parallel magnetizations, $v_R=v_L=v_x$ and $T=\hbar^2v_x^2/U^2$. The same change of variables gives $G_s\propto N_s\langle|v_x|^3\rangle_s$. For a sphere this scales as $m_sk_s(k_s/m_s)^3=k_s^4/m_s^2$, and the polarization of the current is $(14641-625)/(14641+625)=+91.8\%$.

**When the sign reverses.** For spherical bands $\langle v_x^2\rangle=v^2/3$, so $N\langle v_x^2\rangle\propto k^3/m$. Put $\rho=k_\uparrow/k_\downarrow$ and $\mu=m_\uparrow/m_\downarrow$. Then $P_N<0$ means $\mu\rho<1$, and $P_T>0$ means $\rho^3>\mu$. Both hold when

$$\mu<\min(1/\rho,\ \rho^3).$$

If the majority band holds more electrons, $\rho>1$. A negative $P_N$ then requires $\mu<1/\rho<1<\rho^3$, so the second condition follows from the first: for the opaque delta barrier with constant $v_R$, every such negative $P_N$ comes with a positive $P_T$. A barrier of finite width need not obey this rule, as the next section shows. The case $\rho<1$ can belong to the majority spin only if filled bands, which do not contribute at the Fermi level, supply the missing majority electrons. Reversal can then fail. With $k_\uparrow=6\ \mathrm{nm^{-1}}$ and the other parameters unchanged, $\rho^3=0.216$ is below $\mu=0.25$, and both polarizations are negative.

## A barrier of finite width

The delta limit requires a barrier much thinner than its decay length. An oxide film is not that thin, so the squared-velocity rule must be re-examined.

Let the barrier have width $d$, mass $m_b$ and height $\phi$ above the Fermi level. Inside it the wave varies as $e^{\pm\kappa x}$, with

$$\kappa^2=\frac{2m_b\phi}{\hbar^2}+k_\parallel^2,\qquad w=\frac{\hbar\kappa}{m_b}.$$

The quantity $w$ has the dimension of speed and plays the part of a velocity in the matching conditions. For $e^{-2\kappa d}\ll1$ the growing wave can be dropped at the left interface. With decaying amplitude $a$ there, continuity of $\psi$ and of $\hbar\psi'/m$ gives

$$1+r=a,\qquad iv_L(1-r)=-wa .$$

Eliminating $r$ gives $iv_L(2-a)=-wa$, so $a=2v_L/(v_L+iw)$ and $|a|^2=4v_L^2/(v_L^2+w^2)$.

At the right interface the decaying wave arrives with amplitude $a'=ae^{-\kappa d}$ and generates a growing wave $b'$ and a transmitted wave $\tau$:

$$a'+b'=\tau,\qquad w(b'-a')=iv_R\tau .$$

Inserting $b'=\tau-a'$ gives $\tau=2wa'/(w-iv_R)$. From $T=(v_R/v_L)|\tau|^2$,

$$T=\frac{16\,v_Lv_R\,w^2e^{-2\kappa d}}{(v_L^2+w^2)(v_R^2+w^2)} .$$

Two changes appear. The exponential favours small $k_\parallel$. The factor $v_L$ of the delta barrier is replaced by

$$g(v_L)=\frac{v_L}{v_L^2+w^2},$$

which is linear for $v_L\ll w$, peaks at $v_L=w$, and falls beyond. Squared-velocity weighting, multiplied by a spin-independent filter in $k_\parallel$, survives when both bands are slow compared with $w$.

**Thick limit.** Let $\kappa_0$ be $\kappa$ at $k_\parallel=0$. For small $k_\parallel$, $\kappa\approx\kappa_0+k_\parallel^2/2\kappa_0$, so the filter is $e^{-2\kappa_0d}e^{-k_\parallel^2d/\kappa_0}$. As $d$ grows it narrows to $k_\parallel=0$, and $G_\uparrow/G_\downarrow\to g(v_\uparrow)/g(v_\downarrow)$ with $v_s=\hbar k_s/m_s$. Placing the difference over a common denominator,

$$g(v_\uparrow)-g(v_\downarrow)=\frac{(v_\uparrow-v_\downarrow)(w^2-v_\uparrow v_\downarrow)}{(v_\uparrow^2+w^2)(v_\downarrow^2+w^2)} .$$

Since $w^2=2\phi/m_b$ at $k_\parallel=0$, the faster band dominates when

$$\phi>\phi_c=\tfrac12m_bv_\uparrow v_\downarrow .$$

In this thick limit, the slow band is the better matched one below $\phi_c$, and the sign turns negative again. At ordinary widths electrons with $\mathbf k_\parallel\ne0$ also contribute, and $\phi_c$ no longer marks the change of sign: for the electrodes used here, a 1 nm barrier must be well below $\phi_c$ before $P_T$ becomes negative. The sign of $P_T$ thus belongs to the electrode and barrier together.

## The numbers for an oxide-like junction

Take $\phi=2$ eV, $d=1$ nm, $m_b=0.4$ and the spherical counterelectrode above. Then $\kappa_0=4.58\ \mathrm{nm^{-1}}$ and $w=1.326\times10^6$ m/s. The majority speed is close to $w$, where $g$ has stopped rising, so the light band loses much of its advantage.

At normal incidence $T$ is $3.83\times10^{-4}$ for majority and $1.60\times10^{-4}$ for minority electrons, a ratio of 2.40. Integrated over $\mathbf k_\parallel$, the transmissions per area are $1.573\times10^{-4}$ and $0.592\times10^{-4}\ \mathrm{nm^{-2}}$, so

$$P_T=\frac{1.573-0.592}{1.573+0.592}=+45.3\%.$$

The resistance-area product is $h/e^2$ divided by the sum, 119 Ω µm².

The integrated ratio, 2.66, exceeds the normal-incidence ratio for a reason visible in $g$:

$$\frac{g(v_\uparrow)}{g(v_\downarrow)}=\frac{v_\uparrow}{v_\downarrow}\;\frac{v_\downarrow^2+w^2}{v_\uparrow^2+w^2}.$$

As $k_\parallel$ grows, the smaller minority sphere loses normal speed faster in proportion, and $w$ increases, which brings the second factor closer to one. Both effects favour the majority. A wider barrier admits less of this range, in agreement with the fall of $P_T$ from 46.1% at 0.8 nm to 43.4% at 2 nm, other parameters fixed. At 20 nm, a width chosen to expose the limit, numerical integration of the Schrödinger equation gives 41.4%; the thick-limit formula gives 41.1%.

The critical height follows from the printed speeds:

$$\phi_c=\phi\,\frac{v_\uparrow v_\downarrow}{w^2}=2\ \mathrm{eV}\times\frac{1.273\times0.289}{1.326^2}\approx0.42\ \mathrm{eV}.$$

The numerical sign change at 20 nm lies at 0.41 eV. The small shift comes from the residual filter width: the mean of $k_\parallel^2$ is $\kappa_0/d$, which raises $w^2$ by a fraction $1/(\kappa_0d)$. At this lower barrier $\kappa_0\approx2.1\ \mathrm{nm^{-1}}$, so the fraction is about 2%. At 0.25 eV and 20 nm the polarization is $-15.0\%$.

## Neglected effects and real junctions

Each change below is made alone, starting from 45.3%.

- **Temperature.** At 300 K the thermal energy, 0.026 eV, is small beside the minority Fermi energy of 0.95 eV, and thermal averaging gives 45.2%. Magnetic disorder is not included.
- **Bias.** At 0.1 V the current polarization is 46.5% for electrons leaving the ferromagnet and 44.0% for electrons entering it. The field is 1 MV/cm, against a rough breakdown field of 10 MV/cm.
- **Image force.** For a rough relative permittivity of 3, the classical image energy at midplane is 0.33 eV. Lowering the whole barrier by that amount gives 42.6%. This uniform shift is not an estimate of the full effect: the image potential also lowers the barrier near the interfaces, where the velocities are matched, and that can reduce $P_T$ considerably more.
- **Anisotropic mass.** Minority normal masses of 2 and 8, with the transverse mass adjusted to keep $N_\downarrow$ fixed, give 31.8% and 57.7%. Thus $P_T$ changes while $P_N$ does not.
- **Roughness.** If scattering at the ferromagnet's surface sends every incident $\mathbf k_\parallel$ through the barrier minimum, the weight is $\int d^2k_\parallel\,g(v_x)$ with $w$ fixed at its $k_\parallel=0$ value. This estimate gives 57%.

The parameters lie in the rough regime of a 3d ferromagnet, aluminium oxide and aluminium; they are not fitted to a metal. In cobalt and nickel, band calculations find more minority than majority states at the Fermi level, while tunneling through aluminium oxide into superconducting aluminium has given positive polarizations, roughly some tens of percent. The model shows that these signs are compatible, but it does not predict the measured values. One unrealistic assumption is the single minority sheet, because d bands supply several. If equal sheets tunnel independently, each through its own barrier channel or its own region of $\mathbf k_\parallel$, their conductances add: 2.66 of them would cancel $P_T$, and three give $-6.1\%$. Addition is an assumption. Sheets at the same $\mathbf k_\parallel$ that match onto the single barrier wave of this model share one channel; with a common $\psi$ and summed flux at the interface the weight is $g(3v)$ rather than $3g(v)$, and $P_T$ is much reduced but stays positive. Three such sheets would also hold $3\times16.9$ nm$^{-3}$, more than the majority band, so filled majority bands must then make up the difference. The size of $P_T$, and depending on the coupling its sign, is therefore sensitive to band multiplicity. Real d states also differ from light states in how their orbital symmetry couples to the barrier, which a single effective mass cannot represent. Spin-orbit coupling, spin-flip scattering and interface states are omitted too. A prediction for a given junction needs the transmission of its actual bands through its actual barrier; the density of states alone does not fix even the sign. The full set of values is in the numerical output below.

## Numbers as computed

```
majority mass, k_F: 1.0 m_e, 11.0 nm^-1
minority mass, k_F: 4.0 m_e, 10.0 nm^-1
counterelectrode mass, k_F: 1.0 m_e, 17.5 nm^-1
barrier height, width, mass: 2.0 eV, 1.0 nm, 0.4 m_e
Fermi energies up, down: 4.610, 0.952 eV
densities up, down: 22.48, 16.89 nm^-3
Fermi speeds up, down: 1.273, 0.289 10^6 m/s
DOS up, down: 7.31, 26.59 states/(eV nm^3)
N<vx^2> ratio up/down: 5.324 (dimensionless)
DOS polarization: -56.9 %
N<|vx|> polarization: 9.5 %
N<vx^2> polarization: 68.4 %
N<|vx|^3> polarization: 91.8 %
thin barrier, actual counterelectrode: 67.9 %
barrier decay constant: 4.582 nm^-1
barrier matching speed: 1.326 10^6 m/s
normal-incidence T up, down: 3.834e-04, 1.599e-04 (dimensionless)
areal transmission up, down: 1.573e-04, 5.922e-05 nm^-2
rectangular-barrier polarization: 45.3 %
resistance-area product: 119.2 ohm um^2
20 nm polarization, numeric and formula: 41.4, 41.1 %
critical height, numeric and formula: 0.409, 0.419 eV
polarization at 0.25 eV, 20 nm: -15.0 %
thermal energy at 300 K: 0.0259 eV
polarization at 300 K: 45.2 %
polarization at +0.1, -0.1 V: 46.5, 44.0 %
field at 0.1 V, rough breakdown field: 1.0, 10 MV/cm
polarization at width 0.8 nm: 46.1 %
polarization at width 1.5 nm: 44.1 %
polarization at width 2.0 nm: 43.4 %
image input permittivity: 3.0 (relative, rough)
midplane image lowering: 0.333 eV
polarization with uniform lowering: 42.6 %
polarization, minority normal mass 2, 8 m_e: 31.8, 57.7 %
rough-interface estimate: 56.7 %
equal minority sheets that cancel polarization: 2.66 (dimensionless)
polarization with three minority sheets: -6.1 %
```
